\section*{Penalty optimisation of minimum-energy crossings and the gap it leaves}

\section{What the residual gap can depend on}

The gap left by an optimisation is an energy, so its scale must be set by the energies in the objective function. Near a crossing of two electronic states, let $E_1\le E_2$ be the adiabatic energies, and let
\begin{equation}
M=\tfrac12(E_1+E_2),\qquad D=E_2-E_1 .
\end{equation}
The Levine-Coe-Martinez penalty function is
\begin{equation}
F=M+\sigma\,\phi(D),\qquad \phi(D)=\frac{D^2}{D+\alpha},
\label{F}
\end{equation}
with a dimensionless weight $\sigma>0$ and an energy $\alpha>0$. Take a linear cone in two nuclear coordinates $x,y$:
\begin{equation}
M=E_X+s_xx+s_yy,\qquad D=2\sqrt{g^2x^2+h^2y^2},
\label{cone}
\end{equation}
where $g,h>0$ and the slopes $s_x,s_y$ are energies per length. The scaled coordinates $\mathbf w=(2gx,2hy)$ are energies, and
\begin{equation}
D=|\mathbf w|,\qquad M-E_X=\mathbf p\cdot\mathbf w,\qquad
\mathbf p=\left(\frac{s_x}{2g},\frac{s_y}{2h}\right).
\label{scaled}
\end{equation}
The gap is now invariant under rotations of $\mathbf w$, so the residual gap $D_*$ can depend on $\mathbf p$ through its length $p$ alone. This dimensionless number is the tilt of the cone. The offset $E_X$ does not affect where the minimum lies, which leaves $\alpha$ as the energy that sets the scale. Finally, dividing
\begin{equation}
F-E_X=\mathbf p\cdot\mathbf w+\sigma\phi(|\mathbf w|)
\label{Fw}
\end{equation}
by $\sigma$ does not move its minimum and leaves $\mathbf p/\sigma$ as the one dimensionless input. Hence
\begin{equation}
D_*=\alpha\,f(p/\sigma).
\label{form}
\end{equation}
The function $f$, and the range of $\sigma$ in which it exists, follow from the failures that the penalty is built to cure.

\section{Two naive searches and their failures}

\subsection{Descending the upper surface}

A first idea is to minimise $E_2=M+D/2$ and hope to arrive at the crossing. On the cone, $\mathbf p\cdot\mathbf w\ge-pD$, with equality when $\mathbf w$ points against $\mathbf p$. At fixed gap the lowest upper-state energy is therefore
\begin{equation}
\min_{|\mathbf w|=D}(E_2-E_X)=D\left(\tfrac12-p\right).
\label{upper}
\end{equation}
For $p<1/2$, a peaked cone, the apex is the minimum of the upper surface. For $p>1/2$, a sloped cone, the upper surface falls below the apex energy, and the search leaves the crossing. At $p=1/2$ this linear model has a flat direction, and curvature would decide.

\subsection{Charging more for the gap}

Since $E_2$ is $M$ plus half the gap, the obvious repair is to raise the price of the gap and minimise $M+\sigma D$. At fixed $D$ its lowest value relative to $E_X$ is $(\sigma-p)D$, so any $\sigma>p$ puts the minimum at the apex. The energy is right, but the gradient with respect to $\mathbf w$ is
\begin{equation}
\nabla_w(M+\sigma D)=\mathbf p+\sigma\frac{\mathbf w}{|\mathbf w|},
\end{equation}
whose length is at least $\sigma-p$ at every point away from the apex. It does not tend to zero as the minimum is approached, and it changes direction abruptly across it. A quasi-Newton method, which builds a quadratic model from gradient differences, has no finite curvature to learn there. With exact gradients it may still close in on the apex, leaving no residual gap, but a test for a small gradient is never met and cannot tell it when to stop.

One could instead treat the crossing as a constraint. Write the two-state Hamiltonian in a fixed diabatic basis as
\begin{equation}
\mathsf H=M\,\mathsf 1+\begin{pmatrix}a&b\\ b&-a\end{pmatrix},
\qquad E_{2,1}=M\pm\sqrt{a^2+b^2}.
\end{equation}
With $u=2a$ and $v=2b$, the gap is $D=\sqrt{u^2+v^2}$, and a crossing requires both $u=0$ and $v=0$. At a point with $b=0$ and $a\neq0$ the adiabatic states are the basis states. The difference of their gradients supplies $\pm2\nabla a$, while $\nabla b$ is the off-diagonal element of $\nabla\mathsf H$. That element, divided by the energy difference, is the derivative coupling up to sign. Imposing both constraints through their gradients thus asks for the coupling vector, which may be unavailable for the chosen electronic-structure method.

\subsection{Rounding the tip}

The kink can be removed without this vector. A function quadratic in $D$ near zero is smooth enough, because $D^2=u^2+v^2$ is smooth although $D$ is not. A purely quadratic penalty, however, pulls with a force proportional to $D$ and becomes very steep far from the crossing. The function in (\ref{F}) joins the two useful behaviours:
\begin{equation}
\phi(D)=
\begin{cases}
D^2/\alpha-D^3/\alpha^2+\cdots,& D\ll\alpha,\\
D-\alpha+\alpha^2/(D+\alpha),& \text{identically}.
\end{cases}
\label{phi}
\end{equation}
The second line follows from $D^2=(D+\alpha)(D-\alpha)+\alpha^2$ and shows the linear growth at $D\gg\alpha$. The $D^3$ term of the first line limits the smoothness: $\phi(|\mathbf w|)$ has continuous first and second derivatives at the crossing, which is what a quadratic model needs, but its third derivative jumps there. Its derivatives are
\begin{equation}
\phi'(D)=1-\frac{\alpha^2}{(D+\alpha)^2},\qquad
\phi''(D)=\frac{2\alpha^2}{(D+\alpha)^3}.
\label{deriv}
\end{equation}
By the chain rule and $\nabla D=\nabla E_2-\nabla E_1$, the force needed by the optimiser follows from
\begin{equation}
\nabla F=\tfrac12(\nabla E_1+\nabla E_2)
+\sigma\left[1-\frac{\alpha^2}{(D+\alpha)^2}\right](\nabla E_2-\nabla E_1).
\label{grad}
\end{equation}
Two energies and two state gradients suffice. The gradient difference still depends on the direction of approach: along $x$ it is $+2g$ on one side of the apex and $-2g$ on the other. Its prefactor, however, vanishes as $2\sigma D/\alpha$, so $\nabla F$ tends to the well-defined $\nabla M$.

This last fact also names the price of the cure. At the apex $\nabla F=\nabla M$, which is nonzero whenever $p>0$. The smooth penalty exerts no force at the crossing, so the slope of the mean energy pushes the minimum off it until the penalty force has grown enough to balance.

\section{The residual gap on the cone}

For a given gap, the lowest value of (\ref{Fw}) is reached with $\mathbf w$ antiparallel to $\mathbf p$. This leaves a problem in one variable,
\begin{equation}
R(D)=-pD+\sigma\phi(D),\qquad D\ge0 .
\end{equation}
Setting $R'(D)=0$ and using (\ref{deriv}) gives
\begin{align}
p&=\sigma\left[1-\frac{\alpha^2}{(D_*+\alpha)^2}\right],
\label{balance}\\
\frac{\alpha^2}{(D_*+\alpha)^2}&=1-\frac p\sigma .
\end{align}
The left side of the second line is positive, so a solution needs $\sigma>p$. Taking the positive root, because $D_*+\alpha>0$, we find
\begin{equation}
D_*=\alpha\left[\left(1-\frac p\sigma\right)^{-1/2}-1\right],
\qquad \sigma>p .
\label{gap}
\end{equation}
This has the form (\ref{form}). For $p>0$ the gap is positive at every finite weight. For $p=0$ the minimum sits at the apex.

The point is a unique minimum. The Hessian of $\phi(|\mathbf w|)$ has the eigenvalue $\phi''$ along $\mathbf w$ and $\phi'/D=(D+2\alpha)/(D+\alpha)^2$ across it. Both are positive, and both tend to $2/\alpha$ at $D=0$. The linear mean energy adds no curvature, so $F$ is strictly convex and has at most one stationary point.

Below the threshold there is no minimum. Inserting (\ref{phi}) gives
\begin{equation}
R(D)=-(p-\sigma)D-\sigma\alpha+\frac{\sigma\alpha^2}{D+\alpha}.
\end{equation}
For $\sigma<p$ this falls without bound. For $\sigma=p$ it approaches $-\sigma\alpha$ from above and does not reach it. The cure for the kink has therefore left the threshold of the linear penalty unchanged. In a molecule, curvature of $M$ may stop the descent, but the gap is then set by that curvature and need not be small.

With $t=p/\sigma\ll1$, the binomial series $(1-t)^{-1/2}=1+t/2+3t^2/8+\cdots$ gives
\begin{equation}
D_*=\frac{\alpha p}{2\sigma}+\frac{3\alpha p^2}{8\sigma^2}+\cdots .
\label{series}
\end{equation}
The first term is the balance between the slope $p$ and the force $2\sigma D/\alpha$ of the quadratic part. The second is positive because the true penalty force grows more slowly than linearly. In the opposite limit, $\sigma\to p$ from above, $D_*$ diverges as $\alpha(1-p/\sigma)^{-1/2}$.

\subsection{Errors of energy and position}

Let $q=\sqrt{1-p/\sigma}$. Then $D_*=\alpha(1-q)/q$, $D_*+\alpha=\alpha/q$ and $p=\sigma(1-q)(1+q)$. The mean energy at the minimum is too low by $pD_*$:
\begin{equation}
M_*-E_X=-pD_*\simeq-\frac{\alpha p^2}{2\sigma}.
\label{Merr}
\end{equation}
For the penalty function itself, $\phi(D_*)=\alpha(1-q)^2/q$, and so
\begin{align}
F_*-E_X&=-\sigma\alpha\frac{(1-q)^2(1+q)}{q}+\sigma\alpha\frac{(1-q)^2}{q}\nonumber\\
&=-\sigma\alpha(1-q)^2\simeq-\frac{\alpha p^2}{4\sigma}.
\label{Ferr}
\end{align}
At leading order the penalty term returns half of the energy gained by sliding down the mean slope. The geometry is displaced to $\mathbf w_*=-D_*\mathbf p/p$. Dividing its components by $2g$ and $2h$ gives the displacements in length, so, when $s_y\neq0$, a small slope $h$ turns a small gap into a large displacement along $y$.

\subsection{The cost of a smaller gap}

At the minimum the curvatures of $F$ in the $\mathbf w$ coordinates are
\begin{equation}
K_{\rm rad}=\sigma\phi''(D_*)=\frac{2\sigma q^3}{\alpha},\qquad
K_{\rm tan}=\frac{\sigma\phi'(D_*)}{D_*}=\frac p{D_*},
\label{curv}
\end{equation}
where the last step uses (\ref{balance}). Thus $K_{\rm tan}D_*=p$: reducing the gap tenfold makes the tangential curvature ten times larger. Reducing $\alpha$ at fixed $\sigma$ does not escape this. It scales the gap by the same factor and the curvatures by its inverse, while the threshold $\sigma>p$ stays put. The two parameters have distinct duties: $\sigma$ must exceed the tilt, and the ratio $\alpha/\sigma$ sets the small gap.

\section{From the apex to a seam}

In two modes the crossing is a single point, and there is nothing to minimise along it. With $N>2$ modes the conditions $u=v=0$ leave an $(N-2)$-dimensional seam, and the target is its minimum-energy crossing point (MECP). Assume that $M,u,v$ are smooth, that $\nabla u$ and $\nabla v$ are linearly independent there, and that the minimum along the seam has positive curvature in every seam direction.

We may then use $\mathbf w=(u,v)$ and $N-2$ further variables $\xi$ as local coordinates. The penalty does not depend on $\xi$, so $M$ can be minimised over $\xi$ first. Call the result $V(\mathbf w)$, reached at $\xi_*(\mathbf w)$. The positive curvature makes $\xi_*$ a smooth function near the MECP, and what remains is
\begin{equation}
F=V(\mathbf w)+\sigma\phi(|\mathbf w|).
\end{equation}
This is the cone problem with a curved mean energy. Because $\partial M/\partial\xi=0$ at $\xi_*$, the chain rule gives $\nabla M=V_u\nabla u+V_v\nabla v$, or
\begin{equation}
\nabla M+\lambda_u\nabla u+\lambda_v\nabla v=0,\qquad
\boldsymbol\lambda=-\nabla_wV .
\label{lagrange}
\end{equation}
At $\mathbf w=0$ these are the Lagrange multipliers of the MECP, and their norm $\lambda$ takes the place of $p$.

At a penalty minimum, $\nabla_wV=-\sigma\phi'(D)\mathbf w/D$. Taking norms gives
\begin{equation}
|\boldsymbol\lambda_\sigma|=\sigma\left[1-\frac{\alpha^2}{(D+\alpha)^2}\right],
\label{lamsig}
\end{equation}
where $\boldsymbol\lambda_\sigma$ is evaluated at that minimum. For large $\sigma$ such a minimum exists near the MECP: for $D\le\alpha$ the penalty curvatures are at least $\sigma/(4\alpha)$ and outweigh any bounded negative curvature of $V$, while at small fixed $D$ the penalty force outweighs the slope of $V$. The minimum moves to $\mathbf w=0$ as $\sigma\to\infty$, so $|\boldsymbol\lambda_\sigma|\to\lambda$.

The first correction shows what curvature does. Let $\kappa$ be the second derivative of $V$ at the MECP along $\nabla_wV$, and take $\lambda>0$. To first order in $D$, the slope at the displaced point has norm $\lambda-\kappa D$. With $\phi'=2D/\alpha-3D^2/\alpha^2+\cdots$, the force balance is
\begin{equation}
\frac{2\sigma D}{\alpha}-\frac{3\sigma D^2}{\alpha^2}=\lambda-\kappa D+\cdots .
\end{equation}
Putting the leading solution $D=\alpha\lambda/(2\sigma)$ into the two correction terms yields
\begin{equation}
D=\frac{\alpha\lambda}{2\sigma}\left[1+\frac{3\lambda}{4\sigma}
-\frac{\alpha\kappa}{2\sigma}+O(\sigma^{-2})\right].
\label{seamgap}
\end{equation}
Since $\mathbf w$ is of order $1/\sigma$ and $\xi_*(\mathbf w)$ is smooth, the distance from the MECP also falls as $1/\sigma$.

\section{The algorithm}

Near the seam, a very large weight makes $F$ much stiffer across the seam than along it, which is a difficulty for an optimisation that still has far to travel along the seam. A moderate weight reduces this contrast, and its result tells us how far to raise it. Reading (\ref{balance}) backwards, a converged gap $D_1$ at $\sigma_1$ gives an estimate of the tilt, and a target gap $d$ then fixes the next weight:
\begin{equation}
p_{\rm est}=\sigma_1\left[1-\frac{\alpha^2}{(D_1+\alpha)^2}\right],\qquad
\sigma_2=\frac{p_{\rm est}}{1-\alpha^2/(d+\alpha)^2}.
\label{predict}
\end{equation}
On the linear cone this prediction is exact. On a curved seam $p_{\rm est}$ is $|\boldsymbol\lambda_{\sigma_1}|$, and its difference from the value at $\sigma_2$ is the error. The procedure is as follows.
\begin{enumerate}
\item Choose $\alpha$, a moderate $\sigma$ and a starting geometry.
\item Minimise $F$ with the gradient (\ref{grad}) until $\nabla F$ is small. If the gap grows steadily, raise $\sigma$: the weight may lie below the tilt.
\item Compute $p_{\rm est}$ and the next $\sigma$ from (\ref{predict}), and restart from the last geometry.
\item Stop when the gap meets its target and $\nabla F$ is converged. Check that the two states are still the intended ones.
\end{enumerate}
Both criteria in the last step are needed. A small gap alone shows that the two states are nearly degenerate, not that the geometry is near the lowest point of the seam. The estimate $p_{\rm est}$ likewise has meaning at a converged minimum, since it rests on force balance.

In time-dependent density functional theory, two excited states have energies $E_i=E_0+\omega_i$, with ground-state energy $E_0$ and excitation energies $\omega_i$. Then $D=\omega_2-\omega_1$ and $\nabla E_i=\nabla E_0+\nabla\omega_i$, so two excited-state gradients are needed per step. In the Tamm-Dancoff approximation with a frequency-independent kernel and real orbitals, two states of the same spin are eigenvectors of one real symmetric matrix, and the two conditions $u=v=0$ apply.

A crossing with the reference state is different. The Tamm-Dancoff matrix contains no element that couples the reference to the response states. In the two-state picture $b$ is then absent, one condition remains, and the crossing has dimension $N-1$. The penalty does not restore the missing coupling. In the linear model with $b=0$ it slides along this enlarged crossing towards lower mean energy, and a point it finds there need not be near the MECP of a coupled treatment. In a molecule the reference orbitals relax with the geometry, so the set where $\omega=0$ may be of small extent, with the gap open elsewhere. Where the Tamm-Dancoff matrix $\mathsf A$ has $\mathsf A\mathbf c=0$, the response matrices obey $\mathbf c^T(\mathsf A+\mathsf B)\mathbf c=-\mathbf c^T(\mathsf A-\mathsf B)\mathbf c$. They are then not both positive definite, and the reference is at or past an instability. Full linear response, without the Tamm-Dancoff approximation, can fail earlier: it yields $\omega^2$, which may become negative, and then $\omega$ is imaginary and no real gap is defined.

\section{A worked cone and a curved seam}

Take the round model values $g=0.10$, $h=0.05$, $s_x=0.09$ and $s_y=0.06$ hartree/bohr, with $E_X=0.20$ and $\alpha=0.02$ hartree. Then
\begin{equation}
\mathbf p=\left(\frac{0.09}{0.20},\frac{0.06}{0.10}\right)=(0.45,0.60),
\qquad p=0.75 .
\end{equation}
The cone is sloped. At a gap of 0.001 hartree, (\ref{upper}) puts the lowest upper-state energy $0.00025$ hartree below the apex, so descending the upper surface would fail.

For $\sigma=4$, $q=\sqrt{1-0.1875}=0.9014$, and
\begin{equation}
D_*=0.02\left(\frac1{0.9014}-1\right)=0.00219\ \text{hartree}.
\end{equation}
The unit vector along $\mathbf p$ is $(0.6,0.8)$, so $x_*=-0.6D_*/0.20=-0.0066$ bohr and $y_*=-0.8D_*/0.10=-0.0175$ bohr. The mean energy lies $0.75D_*=0.00164$ hartree below the apex. The radial and tangential curvatures are 293 and 343 hartree$^{-1}$.

The numerical output compares (\ref{gap}) with minimisations that use diagonalised energies and state gradients. The two agree within the asserted relative tolerance of $10^{-6}$ for all six weights. The leading term alone is poor near threshold: at $\sigma=1$ it gives 0.0075 hartree, against a gap of 0.0200 hartree. At $\sigma=32$ it gives 0.000234 against 0.000239 hartree, or 0.0065 eV. The remaining difference is almost entirely the second term of (\ref{series}).

The gap at $\sigma=2$ is 0.005298 hartree, from which
\begin{equation}
p_{\rm est}=2\left[1-\left(\frac{0.02}{0.025298}\right)^2\right]=0.750 .
\end{equation}
For $d=0.0001$ hartree, (\ref{predict}) asks for $\sigma_2=0.75/[1-(0.02/0.0201)^2]=75.6$, and the optimisation reaches the target.

The seam test adds a mode $z$:
\begin{align}
M&=E_X+s_xx+s_yy+\tfrac k2\left[x^2+y^2+(z-z_0)^2\right],\\
a&=gx+cz^2,\qquad b=hy+dz,
\end{align}
where $d$ now denotes a coupling slope. The values are $k=0.10$ and $c=0.02$ hartree/bohr$^2$, $d=0.02$ hartree/bohr and $z_0=1$ bohr. On the seam, $x=-cz^2/g$ and $y=-dz/h$. Direct minimisation along it gives $z=1.320$, $x=-0.348$ and $y=-0.528$ bohr. The $x$ and $y$ components of (\ref{lagrange}) then read
\begin{align}
0.09-0.0348+0.20\lambda_u&=0,\\
0.06-0.0528+0.10\lambda_v&=0,
\end{align}
so $\lambda_u=-0.276$, $\lambda_v=-0.072$ and $\lambda=0.285$.

From $\sigma=32$ to 64 the gap falls from 0.0000896 to 0.0000447 hartree, and the distance from the MECP from 0.000413 to 0.000206 bohr. Both are halved to within 1\%, in line with their leading $1/\sigma$ behaviour. The run at $\sigma=2$ estimates a tilt of 0.282, about 1\% below $\lambda$. The weight predicted from it, 28.4, gives a gap of 0.000101 hartree, about 1\% above the target of 0.0001. The signs agree: an underestimated slope leads to a weight slightly too small. One more use of (\ref{predict}), now starting from a gap close to the target, would reduce this error, because the slope would be taken almost where it is needed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cone: g=0.10, h=0.05 hartree/bohr
mean slopes: 0.09, 0.06 hartree/bohr
crossing energy 0.20 hartree; alpha 0.02 hartree
tilt components 0.4500, 0.6000; p=0.7500 (dimensionless)
jump of gradient difference across apex: 0.4000 hartree/bohr
Two-mode cone, energies in hartree:
sigma  gap(optimised) gap(formula) gap(leading) mean-E_X
   1   0.02000000     0.02000000   0.00750000   -0.01500000
   2   0.00529822     0.00529822   0.00375000   -0.00397367
   4   0.00218801     0.00218801   0.00187500   -0.00164101
   8   0.00100903     0.00100903   0.00093750   -0.00075677
  16   0.00048590     0.00048590   0.00046875   -0.00036443
  32   0.00023858     0.00023858   0.00023437   -0.00017893
second-order coefficient at sigma=32: 0.7650 (limit 3/4)
gap at sigma=32: 0.00649 eV
sigma=4 minimum: x=-0.006564, y=-0.017504 bohr
sigma=4: F-E_X=-0.00077795 hartree
sigma=4 curvatures: radial 292.95, tangential 342.78 1/hartree
sigma=0.70: far slope dF/dD=-0.0500 (no minimum)
sigma=p: F-E_X far away=-0.015000 hartree
p=0.3750: lowest upper energy-E_X at gap 0.001: 0.0001250 hartree
p=0.7500: lowest upper energy-E_X at gap 0.001: -0.0002500 hartree
no coupling, sigma=32: F changes by -0.0600 hartree for y=0 to -1 bohr
target gap 0.000100 hartree: p from sigma=2 is 0.7500
predicted sigma 75.563; gap reached 0.00010000 hartree
Three modes: k=0.10 hartree/bohr^2, z0=1.0 bohr
a=g x+c z^2, b=h y+d z: c=0.02 hartree/bohr^2, d=0.02 hartree/bohr
MECP x,y,z: -0.348481, -0.528001, 1.320002 bohr
MECP energy 0.16208792 hartree; multiplier norm 0.285004
sigma  gap/hartree  leading/hartree  distance/bohr
   2   0.00157882   0.00142502       0.0072618
   4   0.00074895   0.00071251       0.0034485
   8   0.00036513   0.00035625       0.0016821
  16   0.00018032   0.00017813       0.0008309
  32   0.00008961   0.00008906       0.0004130
  64   0.00004467   0.00004453       0.0002059
three-mode p from sigma=2: 0.281954; predicted sigma 28.407
gap reached 0.00010102 hartree; MECP distance 0.0004655 bohr
\end{verbatim}
